\section*{Why Electron–Phonon Coupling Adds Thermal Resistance at a Metal–Dielectric Interface}

\section*{Question}

Electrons carry most of the heat in a copper line, while a surrounding oxide accepts heat through lattice vibrations. Why does this change of carrier add a resistance to that of the interface itself, how large is it when the electronic conductivity greatly exceeds the phonon conductivity, and does it matter for a line heated by a current pulse?

\section*{Mechanism: a compromise over depth}

Let the metal fill $z>0$ and the dielectric $z<0$. Electrons and phonons in the metal have temperatures $T_e(z)$ and $T_p(z)$ and thermal conductivities $k_e$ and $k_p$. Per unit volume, electrons give phonons the power $G(T_e-T_p)$, which defines the coupling $G$. The temperature differences are small enough for $G$, $k_e$ and $k_p$ to be constants, and both carriers move diffusively. At first, let phonons alone cross the interface.

A steady flux $q$ flows towards the dielectric. Deep in the metal most of it travels in the electrons; at $z=0$ all of it must be in the phonons. The transfer takes place over some depth $\ell$. A small $\ell$ leaves little volume for the exchange, so a large difference $T_e-T_p$ is needed. A large $\ell$ makes heat travel far through the poorly conducting phonons.

To make this quantitative, take $k_e\gg k_p$, so that $T_e$ is nearly uniform over the transfer depth. Write $\theta=T_e-T_p$ and let $J=k_pT_p'=-k_p\theta'$ be the phonon flux towards the dielectric; a prime means $d/dz$. This flux grows towards the interface by the heat received, so $J'=-G\theta$. Then
\begin{equation}
\int_0^\infty\!\left(\frac{J^2}{k_p}+\frac{J'^2}{G}\right)dz
=-\int_0^\infty (J\theta'+J'\theta)\,dz
=-\big[J\theta\big]_0^\infty=q\,\theta(0),
\end{equation}
because $J(0)=q$ and both $J$ and $\theta$ vanish far inside. Divided by $q^2$, the integral is the resistance $\theta(0)/q$: its first term is the cost of conduction, its second the cost of exchange.

The true profile minimizes this integral at fixed $J(0)$. If $J$ changes by $\eta(z)$, with $\eta(0)=0$ and $\eta\to0$ far inside, integration by parts gives the first-order change $2\int\eta\,(J/k_p-J''/G)\,dz$. It vanishes, since $J''=-G\theta'=GJ/k_p$. The second-order change, $\int(\eta^2/k_p+\eta'^2/G)\,dz$, is positive. With the trial profile $J=q\,e^{-z/\ell}$,
\begin{equation}
\frac{\theta(0)}{q}\le\frac{\ell}{2k_p}+\frac{1}{2G\ell}.
\end{equation}
Setting the derivative $1/(2k_p)-1/(2G\ell^2)$ to zero gives $\ell=\sqrt{k_p/G}$. The two costs are then equal and add up to $1/\sqrt{Gk_p}$. This exponential also satisfies $J''=GJ/k_p$, so it is the true profile and the bound is reached. The square root expresses the balance between exchange and conduction.

\section*{Formula for any ratio of conductivities}

For finite $k_e$, energy balance for each carrier reads
\begin{equation}
k_eT_e''=G\theta,\qquad k_pT_p''=-G\theta .
\label{balance}
\end{equation}
These equations keep their form in atomic units. Dividing by the conductivities and subtracting gives
\begin{equation}
\theta''=\frac{\theta}{d^2},\qquad
\frac1{d^2}=G\left(\frac1{k_e}+\frac1{k_p}\right),\qquad
d=\sqrt{\frac{k_ek_p}{Gk}},
\end{equation}
with $k=k_e+k_p$. The solution that stays bounded is $\theta=\theta(0)e^{-z/d}$.

At the surface the electrons are insulated, $T_e'(0)=0$, and the phonons carry everything, $k_pT_p'(0)=q$. Hence
\begin{equation}
\theta'(0)=-\frac{q}{k_p}=-\frac{\theta(0)}{d}
\quad\Rightarrow\quad \theta(0)=\frac{qd}{k_p}.
\end{equation}

The extra resistance needs a definition, because the metal has two temperatures near the surface. Adding the equations in (\ref{balance}) shows that the weighted temperature
\begin{equation}
\bar T=\frac{k_eT_e+k_pT_p}{k}
\end{equation}
is linear in $z$, with slope $q/k$. Deep inside it equals the common temperature of both carriers, so $\bar T(0)$ is the far-field temperature extrapolated to the surface. The drop to be charged to the carrier change is $\bar T(0)-T_p(0)$. Since $\bar T-T_p=k_e\theta/k$,
\begin{equation}
R=\frac{\bar T(0)-T_p(0)}{q}=\frac{k_e d}{k\,k_p}
=\frac{k_e}{k\,k_p}\sqrt{\frac{k_ek_p}{Gk}}
=\left(\frac{k_e}{k}\right)^{3/2}\frac1{\sqrt{Gk_p}} .
\label{main}
\end{equation}
The corresponding conductance is
\begin{equation}
\frac1R=\sqrt{Gk_p}\left(1+\frac{k_p}{k_e}\right)^{3/2}
\longrightarrow \sqrt{Gk_p}\qquad(k_e\gg k_p).
\end{equation}
If the interface has phonon conductance $h_p$, its own drop $q/h_p$ follows in series, and the total conductance is $1/(1/h_p+R)$.

For $k_e\ll k_p$, $R$ tends to $(k_e/k_p)^{3/2}/\sqrt{Gk_p}$ and becomes small, because the heat was already in the phonons. For $G\to\infty$ it vanishes, because the carriers cannot differ in temperature. Reversing the heat flow changes the signs of $q$ and $\theta$ and leaves $R$ unchanged.

The equal division of costs also survives at finite $k_e$. With $f=q(k_e/k)e^{-z/d}$, the phonon and electron fluxes are $qk_p/k+f$ and $qk_e/k-f$. In the sum of squared fluxes over conductivities the terms linear in $f$ cancel. Beyond the bulk value $q^2/k$ there remains
\begin{equation}
\int_0^\infty f^2\left(\frac1{k_p}+\frac1{k_e}\right)dz
=q^2\frac{k_e^2}{k^2}\,\frac{k}{k_ek_p}\,\frac d2=\frac{q^2R}{2}.
\end{equation}
The exchange part is $\int G\theta^2dz=G(qd/k_p)^2d/2$. With $Gd^2=k_ek_p/k$ it is also $q^2R/2$.

\section*{What removes the resistance}

Suppose electrons also reach the dielectric directly, with conductance $h_e$. Measured from the dielectric surface, let the electron and phonon temperatures at $z=0$ be $a$ and $b$. Then $k_eT_e'(0)=h_ea$ and $k_pT_p'(0)=h_pb$. If
\begin{equation}
\frac{h_e}{h_p}=\frac{k_e}{k_p},
\end{equation}
the solution $\theta=0$, $a=b$ satisfies both conditions with equal slopes. The interface then divides the heat as the bulk does, and the extra resistance disappears although $G$ is finite. The cause of $R$ is thus a mismatch between these two divisions.

For $k_e\gg k_p$ and $h_ed\ll k_e$, the electron temperature is nearly $a$ throughout the layer. The phonon flux equals both $\sqrt{Gk_p}\,(a-b)$ and $h_pb$; eliminating $b$ and adding the electron flux $h_ea$ gives
\begin{equation}
h_{\rm total}\simeq h_e+\left(\frac1{h_p}+\frac1{\sqrt{Gk_p}}\right)^{-1}.
\end{equation}

\section*{A line of finite thickness}

An interconnect is heated throughout its volume. Let a film of thickness $L$ receive the uniform Joule power density $Q$ in its electrons, with its top insulated for both carriers. The flux into the dielectric is $q=QL$. The electron equation becomes $k_eT_e''=G\theta-Q$, so that
\begin{equation}
\theta''=\frac{\theta}{d^2}-\frac{Q}{k_e},\qquad
\theta=\frac{Qd^2}{k_e}+A\cosh\frac{L-z}{d},
\end{equation}
where the hyperbolic cosine gives zero slope at the top. The surface condition $-(A/d)\sinh(L/d)=-q/k_p$ fixes $A$. Using $d^2/k_e=k_p/(Gk)$ and $R_L=k_e\theta(0)/(kq)$,
\begin{equation}
R_L=\frac{k_e}{k}\left[\frac{d}{k_p}\coth\frac Ld+\frac{k_p}{GkL}\right].
\end{equation}
Here $\bar T$ obeys $k\bar T''=-Q$ whatever $G$ is, so $qR_L$ is a uniform rise of $\bar T$ above that of a perfectly coupled film.

For $L\gg d$ this returns equation (\ref{main}). For $L\ll d$, $\coth(L/d)\to d/L$, and the bracket becomes $(k_e+k_p)/(GkL)=1/(GL)$. Thus $R_L\to k_e/(kGL)$: the whole volume takes part in the exchange, and there is too little of it. This growth belongs to the electrons. All the heat passes through the exchange, so the mean of $\theta$ over the film is $q/(GL)$, and with $T_p=\bar T-k_e\theta/k$ the mean lattice temperature rises only by $q\,[R_L-k_e/(kGL)]$. That rise shrinks as the film gets thinner.

\section*{How fast the resistance appears}

Let a constant flux $q$ be drawn from the phonons from $t=0$, with $k_e\gg k_p$ and $T_e$ treated as uniform and constant. With phonon heat capacity $C_p$ per volume,
\begin{equation}
C_p\,\partial_t\theta=k_p\theta''-G\theta,\qquad -k_p\theta'(0,t)=q,\qquad \theta(z,0)=0 .
\end{equation}
A Laplace transform in time, with variable $s$, gives a decaying exponential in $z$ with surface value
\begin{equation}
\hat\theta(0,s)=\frac{q}{s\sqrt{k_p(G+sC_p)}} .
\end{equation}
The inverse of $1/\sqrt{s+\alpha}$ is $e^{-\alpha t}/\sqrt{\pi t}$, and the factor $1/s$ integrates it over time. With $\alpha=G/C_p$ and the substitution $y=\sqrt{\alpha t'}$,
\begin{equation}
\frac{\theta(0,t)}q=\frac1{\sqrt{k_pC_p}}\int_0^t\frac{e^{-\alpha t'}}{\sqrt{\pi t'}}dt'
=\frac{1}{\sqrt{Gk_p}}\,\mathrm{erf}\sqrt{\frac{Gt}{C_p}} .
\end{equation}
The resistance therefore builds up over a time of order $C_p/G$. In reality the electrons cool as they supply the heat. They draw it from a depth of order $\sqrt{k_e/G}$, which costs a temperature of order $q/\sqrt{Gk_e}$. Relative to $q/\sqrt{Gk_p}$ this suggests an error of order $\sqrt{k_p/k_e}$.

\section*{Numbers for a copper-like line}

Take rough values for a narrow copper line near 300 K: $k_e=200$ and $k_p=10$ W/(m K), $G=8\times10^{16}$ W/(m$^3$ K), and $h_p=200$ MW/(m$^2$ K). Then
\begin{align}
d&=\left[8\times10^{16}\,(1/200+1/10)\right]^{-1/2}\,\mathrm{m}=10.9\ \mathrm{nm},\\
\sqrt{Gk_p}&=\sqrt{8\times10^{17}}\ \mathrm{W/(m^2K)}=894\ \mathrm{MW/(m^2K)}.
\end{align}
The latter is $5.58\times10^{-3}$ eV/(ps nm$^2$ K). The full formula gives 962 MW/(m$^2$ K), so the square root alone is about 7\% low. A numerical solution of the two coupled heat equations also gives 962. At $k_e=k_p$ the numerical conductance is 2.83 times $\sqrt{Gk_p}$, and at $k_e/k_p=10^4$ it is 1.0001 times that value. In the copper-like case exchange and conduction each account for half of $R$ to within 0.1\%.

In resistances, $R=1.04$ and $1/h_p=5.00$ m$^2$K/GW. Their sum corresponds to 166 MW/(m$^2$ K), about 17\% below $h_p$ alone.

Now let the line be 40 nm thick, on 100 nm of oxide with conductivity 1.3 W/(m K) and a fixed temperature at its far side. The pulse has 30 MA/cm$^2$. The Wiedemann--Franz law, $\rho=(\pi^2/3)(k_B/e)^2T/k_e$, gives $\rho=3.66$ $\mu\Omega\,$cm. Then $Q=\rho J_c^2=3.30\times10^{15}$ W/m$^3$, with $J_c$ the current density, and $q=QL=132$ MW/m$^2$.

The film formula gives $R_L=1.05$ m$^2$K/GW, close to the thick-metal value because $L$ is almost four times $d$. With the other parameters fixed, a 10 nm film would have 1.49 m$^2$K/GW. These values refer to $\bar T$, which is close to the electron temperature; for the mean lattice temperature they are 0.76 m$^2$K/GW at 40 nm and 0.30 m$^2$K/GW at 10 nm. Multiplying each resistance by $q$ gives the steady temperature drops of the 40 nm line:
\begin{center}
\begin{tabular}{lr}
electron--phonon layer & 0.14 K\\
interface & 0.66 K\\
oxide & 10.1 K
\end{tabular}
\end{center}
The extra layer adds about a fifth to the interface drop, yet makes up only about 1.3\% of the steady total. It is worth 1.4 nm of oxide. Thinner or better conducting dielectrics would raise its share.

The onset time is $C_p/G=42.5$ ps for $C_p=3.4\times10^6$ J/(m$^3$ K). The line's heat capacity times the total resistance gives a cooling time of 11.4 ns, without the heat stored in the oxide, which lengthens it. The steady drops thus require a pulse much longer than this. The carrier-change layer adjusts to a given flux far faster, but its temperature drop reaches the full steady value only as the flux into the oxide does. Part of it is present much earlier: the Joule heat enters the electrons, so before any heat leaves the line they stand about $Q/G=0.04$ K above the lattice, within $C_e/G\approx0.4$ ps for $C_e=3\times10^4$ J/(m$^3$ K). The line warms by at most $Q/(C_e+C_p)\approx1$ K/ns, so for pulses of a nanosecond or less the electron--phonon share is well above the steady 1.3\%. At $t=C_p/G$ the error-function law gives 0.84 for $\theta(0,t)\sqrt{Gk_p}/q$, while the full equations for thick metal give 0.74. They then approach their steady value $\sqrt{k_e/k}=0.98$ slowly, with 0.88 at $3C_p/G$ and 0.94 at $10C_p/G$. The largest relative deviation among the sampled times falls from 5.5\% at $k_e/k_p=100$ to 0.57\% at $10^4$, in line with the estimated square-root dependence.

\section*{How far the model carries to a real line}

The current density is far above that of continuous operation and belongs to short overload pulses. With all parameters fixed the drops scale as $J_c^2$, so at 3 MA/cm$^2$ each would be a hundred times smaller. Real copper lines also have liners and lose heat through their sides. A liner adds another metal and another interface, and side losses change the flux; neither is sized here. The coupling and phonon conductivity are rough, and a factor of two in either changes $\sqrt{Gk_p}$ by a factor $\sqrt2$.

One neglected effect is a direct electron channel. An assumed $h_e=50$ MW/(m$^2$ K) raises the total interface conductance from 166 to 216 MW/(m$^2$ K), or by 31\%. Cancelling the extra resistance would take 4000 MW/(m$^2$ K). At 378 K, with $k_p\propto1/T$ and $G$ fixed, $\sqrt{Gk_p}$ falls to 797 MW/(m$^2$ K).

Diffusion is a further approximation. For electrons, with $C_e=3\times10^4$ J/(m$^3$ K) and a Fermi velocity $v_F=1.57\times10^6$ m/s, the rough estimate $3k_e/(C_ev_F)$ of the free path is 13 nm. This exceeds $d$, so electron diffusion is not justified within the layer. Because the electron temperature varies little there, the main consequence is that the 7\% correction to the square root is itself uncertain. For phonons with one speed $v=2600$ m/s, the free path is $\Lambda=3k_p/(C_pv)=3.4$ nm, or $0.31d$. Let $u(z,\mu)$ be the phonon temperature relative to uniform electrons for direction cosine $\mu$, and $\bar u$ its average over directions. Scattering drives $u$ towards $\bar u$ in a time $\Lambda/v$, while electrons heat all directions equally:
\begin{equation}
\mu\Lambda u'=-u+c\bar u,\qquad c=1-\frac{G\Lambda}{C_pv}.
\end{equation}
For $u\propto e^{-z/\ell}$, solving for $u$ and averaging over $\mu$ gives
\begin{equation}
1=c\,\frac{\ell}{\Lambda}\,\mathrm{artanh}\frac{\Lambda}{\ell}.
\end{equation}
The heat received is $q=-G\int_0^\infty\bar u\,dz=-G\ell\,\bar u(0)$, so this mode has conductance $G\ell$. It lies 1.25\% above the diffusive $\sqrt{Gk_p}$. Within about one free path of the surface other modes enter. How much they change the inferred conductance depends on how $h_p$ is defined, and is not calculated here. With inputs this rough, the second and third digits of the conductance describe the model, not a real copper surface. The numerical output lists the inputs of the model.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS (rough, copper-like)
electron conductivity ke = 200 W/m/K
phonon conductivity kp = 10 W/m/K
coupling G = 8.0e+16 W/m^3/K
phonon interface conductance hp = 200 MW/m^2/K
heat capacities Ce, Cp = 3.0e+04, 3.4e+06 J/m^3/K
phonon speed = 2600 m/s
temperature = 300 K
line thickness = 40 nm
oxide: 100 nm, 1.3 W/m/K
current density = 30 MA/cm^2
THICK METAL
coupling length d = 10.91 nm
sqrt(G kp) = 894.4 MW/m^2/K
same = 5.583e-03 eV/(ps nm^2 K)
full formula 1/R = 962.3 MW/m^2/K
numerical 1/R = 962.3 MW/m^2/K
extra resistance R = 1.039 m^2 K/GW
interface 1/hp = 5.000 m^2 K/GW
total conductance = 165.6 MW/m^2/K
ke/kp = 1: numerical 1/(R sqrt(G kp)) = 2.8283
ke/kp = 20: numerical 1/(R sqrt(G kp)) = 1.0759
ke/kp = 10000: numerical 1/(R sqrt(G kp)) = 1.0001
exchange share of R = 0.4999
conduction share of R = 0.5000
JOULE-HEATED LINE, STEADY
Wiedemann-Franz resistivity = 3.66 uohm cm
heating = 3.298e+15 W/m^3
heat flux = 131.9 MW/m^2
film R at 40 nm = 1.055 m^2 K/GW
film R at 10 nm = 1.491 m^2 K/GW
electron-phonon drop = 0.139 K
interface drop = 0.660 K
oxide drop = 10.15 K
oxide equal to film R = 1.37 nm
ONSET
onset time Cp/G = 42.5 ps
line cooling time estimate = 11.4 ns
t G/Cp = 0.25: erf 0.520, full 0.478
t G/Cp = 1.00: erf 0.843, full 0.744
t G/Cp = 3.00: erf 0.986, full 0.883
largest deviation, ke/kp = 100: 5.53 %
largest deviation, ke/kp = 10000: 0.57 %
NEGLECTED EFFECTS
direct channel he (rough) = 50 MW/m^2/K
total conductance with he = 216.4 MW/m^2/K
he that removes extra R = 4000 MW/m^2/K
phonon free path = 3.39 nm
free path / d (surface layer) = 0.31
bulk free-path change of conductance = +1.25 %
sqrt(G kp) at 378 K, kp ~ 1/T: 796.8 MW/m^2/K
\end{verbatim}
